# Does an Optical Urbach Energy Give the Conduction-Tail Width?

**The argument under review**

The manuscript considers an undoped amorphous oxide semiconductor with a gap of 3.0 eV. Between 2.5 and 2.9 eV its absorption coefficient rises exponentially with photon energy, with an Urbach energy of about 82 meV. The argument then runs as follows. Electrons carry the current in this material. The Urbach energy measures disorder at the band edge. The conduction band therefore has an exponential tail about 80 meV wide, and nearly all electrons added by a gate voltage will be trapped in it.

I have no objection to the fit. My objection is to the third sentence, because a photon creates an electron and a hole, and its absorption depends on both band edges. The question is what the slope says about each edge separately. I answer it in a model with explicit assumptions and then return to the prediction about trapping.

**1. What the absorption measures**

Let $x$ be the energy of a conduction state above the conduction edge and $y$ the energy of a valence state below the valence edge. Tail states have small or negative $x$ or $y$. A transition between them needs the photon energy $E=E_g+x+y$. With $s=E-E_g$, the condition is $x+y=s$.

I assume that disorder removes wave-vector selection, that the momentum matrix element is the same for all pairs of states, that valence states are full and that conduction states are empty. The transition rate per volume is then proportional to the square of the vector-potential amplitude times

$$J(s)=\int_{-\infty}^{\infty} g_c(x)\,g_v(s-x)\,dx .$$

The absorbed power is $E$ times this rate, while the light intensity is proportional to $E^2$ times the squared amplitude. Their ratio, at constant refractive index, gives

$$\alpha(E)\propto \frac{J(E-E_g)}{E}.$$

For the densities of states I take square-root bands with exponential tails. With $a=W_c/2$ and $b=W_v/2$,

$$g_c(x)=\begin{cases}A_c\sqrt{x}, & x>a,\\ A_c\sqrt{a}\;e^{(x-a)/W_c}, & x\le a,\end{cases}$$

and $g_v(y)$ has the same form with $A_v$, $b$ and $W_v$. The joining point is chosen so that the logarithmic slope of the band, $1/(2x)$, equals $1/W_c$ at $x=a$. Value and slope are both continuous there.

One consequence needs no integration. Replacing $x$ by $s-x$ turns the integral into $\int g_v(x)g_c(s-x)\,dx$. Exchanging $W_c$ and $W_v$ at fixed $A_cA_v$ therefore leaves $J$ unchanged. In this model, no absorption measurement on the undoped film, however precise, can say which width belongs to which band.

**2. What the slope does establish**

Define the inverse logarithmic slope of $J$ by $1/E_J=d\ln J/ds$. Differentiating under the integral gives

$$\frac{dJ}{ds}=\int g_c(x)\,g_v(s-x)\left[\frac{d\ln g_v}{dy}\right]_{y=s-x}dx .$$

The bracket equals $1/W_v$ in the tail. In the band it is $1/(2y)$, which is smaller than $1/W_v$ because $y>W_v/2$. Hence $dJ/ds\le J/W_v$. The same argument with the roles of the bands exchanged gives $dJ/ds\le J/W_c$. Together,

$$E_J\ \ge\ \max(W_c,W_v)\qquad\text{at every photon energy.}$$

The optical slope thus places an upper bound on the conduction-tail width. The manuscript quotes this bound as a value.

**3. Which exponential is visible below the gap**

The bound does not say how closely it is approached. For that, take $s\le a+b$ and $W_c\ne W_v$. Two states in the band parts would need $x>a$ and $y>b$, hence $s>a+b$, so three channels remain.

*Valence tail to conduction band.* Here $x>a$, and

$$J_1=A_cA_v\sqrt b\int_a^\infty\sqrt x\;e^{(s-x-b)/W_v}dx .$$

Since $b/W_v=1/2$, setting $x=W_vt$ gives

$$J_1=A_cA_v\sqrt b\,e^{-1/2}\,W_v^{3/2}\,\Gamma\!\left(\tfrac32,\tfrac{a}{W_v}\right)e^{s/W_v},$$

where $\Gamma(\tfrac32,z)=\int_z^\infty\sqrt t\,e^{-t}dt$.

*Valence band to conduction tail.* Exchanging the labels gives

$$J_2=A_cA_v\sqrt a\,e^{-1/2}\,W_c^{3/2}\,\Gamma\!\left(\tfrac32,\tfrac{b}{W_c}\right)e^{s/W_c}.$$

*Tail to tail.* Now $s-b\le x\le a$. Put $u=a-x$, which runs from $0$ to $a+b-s$, and define

$$k=\frac1{W_c}-\frac1{W_v}.$$

The two tail exponents add up to $-u/W_c+(s-a-b+u)/W_v=-ku+(s-a-b)/W_v$, so

$$J_3=A_cA_v\sqrt{ab}\;e^{(s-a-b)/W_v}\,\frac{1-e^{-k(a+b-s)}}{k}
=\frac{A_cA_v\sqrt{ab}}{k}\left[e^{(s-a-b)/W_v}-e^{(s-a-b)/W_c}\right].$$

The last step uses $1/W_v+k=1/W_c$. Collecting terms, with $a/W_c=b/W_v=1/2$,

$$J=P_v\,e^{s/W_v}+P_c\,e^{s/W_c},$$

$$P_v=A_cA_v\sqrt b\,e^{-1/2}\left[W_v^{3/2}\Gamma\!\left(\tfrac32,\tfrac a{W_v}\right)+\frac{\sqrt a}{k}e^{-a/W_v}\right],$$

$$P_c=A_cA_v\sqrt a\,e^{-1/2}\left[W_c^{3/2}\Gamma\!\left(\tfrac32,\tfrac b{W_c}\right)-\frac{\sqrt b}{k}e^{-b/W_c}\right].$$

Direct quadrature of the defining integral agrees with this form to a relative accuracy of $10^{-7}$ in the cases tested.

Suppose now that the valence tail is the broader one, $r=W_c/W_v<1$. One might expect the conduction tail to appear as a second, steeper exponential near the gap. In this model the sign of $P_c$ rules this out. With $z=b/W_c=1/(2r)$, shifting the integration variable by $z$ and using $\sqrt{1+v}\le1+v/2$ gives

$$\Gamma\!\left(\tfrac32,z\right)=\sqrt z\,e^{-z}\int_0^\infty\sqrt{1+t/z}\;e^{-t}dt<\sqrt z\,e^{-z}\left(1+\frac1{2z}\right)=\sqrt z\,e^{-z}(1+r).$$

Because $W_c^{3/2}\sqrt z=W_c\sqrt b$, the first term in the bracket of $P_c$ is below $W_c\sqrt b\,e^{-b/W_c}(1+r)$. Because $1/k=W_c/(1-r)$, the second term is $W_c\sqrt b\,e^{-b/W_c}/(1-r)$. Since $(1+r)(1-r)=1-r^2<1$, the second term is larger and $P_c<0$. The narrow exponential is subtracted from the broad one.

Its effect on the slope follows by writing $q=(|P_c|/P_v)e^{ks}$:

$$\frac1{E_J}=\frac{1/W_v-q/W_c}{1-q}=\frac1{W_v}-\frac{kq}{1-q}.$$

Below the gap $q$ decays as $e^{-k|s|}$, and $E_J$ falls towards $W_v$ from above. If the conduction tail were the broader one, the same formulas with labels exchanged would give $W_c$. The manuscript's identification would then be correct, but the slope alone could not show it.

Equal widths are a separate limit. As $k\to0$, the fraction in $J_3$ tends to $a+b-s$, so with $W_c=W_v=W$ the total has the form $J=(C-Ds)e^{s/W}$ with $C,D>0$. Then $1/E_J=1/W-D/(C-Ds)$, and the approach to $W$ goes only as $1/|s|$.

**4. The manuscript's 82 meV**

Take a model film A with $W_c=15$ meV and $W_v=80$ meV. These are round parameters, not a fit to a particular material. The values below are collected in the numerical output.

For film A, $P_c/P_v=-2.9\times10^{-4}$ and $k=1/0.015-1/0.080=54.2\ \mathrm{eV^{-1}}$. Even at $s=0$ the slope correction is $kq\approx0.016\ \mathrm{eV^{-1}}$, against $1/W_v=12.5\ \mathrm{eV^{-1}}$, or about 0.1 %. At 2.7 eV it is negligible, and $E_J=80.0$ meV. There, 93 % of $J$ comes from transitions from the valence tail into the conduction band. The conduction tail is almost a spectator.

The measured quantity is $\alpha$, not $J$. From $\ln\alpha=\ln J-\ln E+\text{const}$,

$$\frac1{E_\alpha}=\frac1{E_J}-\frac1E .$$

At 2.7 eV this is $12.50-0.37=12.13\ \mathrm{eV^{-1}}$, so $E_\alpha=82.4$ meV. A straight-line fit of $\ln\alpha$ from 2.5 to 2.9 eV gives the same value. The slope reported in the manuscript is therefore reproduced by a film whose conduction tail is 15 meV wide. Since $E_\alpha>E_J$ here, the fitted value is still an upper bound on $W_c$.

Repeating the fit with other widths shows what it responds to:

| $W_c$ (meV) | $W_v$ (meV) | fitted Urbach energy (meV) |
|---|---|---|
| 5 | 80 | 82.4 |
| 30 | 80 | 82.5 |
| 60 | 80 | 85.4 |
| 15 | 60 | 61.4 |
| 15 | 100 | 103.9 |

A sixfold change of $W_c$, from 5 to 30 meV, leaves no usable trace, while the fit follows $W_v$ closely. At $W_c=60$ meV the fit rises by 3 meV. This is the correction derived above: $1/k$ is then 240 meV, so $q$ falls only by a factor of about five from the top to the bottom of the 400 meV window. For $W_c=30$ meV, $1/k$ is 48 meV and the correction dies out quickly. A shift of 3 meV could equally be produced by a slightly larger $W_v$, so the fitted value alone does not reveal $W_c$. The curvature of $\ln\alpha$ near the gap can carry information about a second width, but the exchange symmetry of section 1 still prevents it from saying which band that width belongs to.

**5. What the electrons see**

Consider now electrons added to the conduction band. Their equilibrium distribution is set by $g_c$ and the Fermi level $\mu$, measured from the conduction edge, with occupation $f=1/(1+e^{(x-\mu)/kT})$. I count states with $x<a$ as traps and those above as mobile. The trapped density is

$$n_t=A_c\sqrt a\int_{-\infty}^{a}e^{(x-a)/W_c}f(x)\,dx ,$$

which does not contain $W_v$. Two regimes must be distinguished.

*Narrow tail, $W_c<kT$.* At low filling $f\approx e^{(\mu-x)/kT}$. With $u=x-a$,

$$n_t\approx A_c\sqrt a\,e^{(\mu-a)/kT}\int_{-\infty}^0e^{u(1/W_c-1/kT)}du=A_c\sqrt a\,e^{(\mu-a)/kT}\,\frac{W_ckT}{kT-W_c}.$$

The integral converges because the tail decays faster than the Boltzmann factor grows. The mean depth of the trapped electrons below the joining point is $W_ckT/(kT-W_c)$. This is about 36 meV for a 15 meV tail at 300 K, and it grows as $W_c$ approaches $kT$. In the same limit the mobile density is

$$n_m\approx A_c\int_a^\infty\sqrt x\,e^{(\mu-x)/kT}dx=A_c\,e^{\mu/kT}(kT)^{3/2}\,\Gamma\!\left(\tfrac32,\tfrac a{kT}\right).$$

Both densities vary as $e^{\mu/kT}$, so the mobile fraction tends to a constant at low density.

*Broad tail, $W_c>kT$.* The Boltzmann integral would diverge at low energy, so the Fermi function must be kept. Extend the integral to the whole line and subtract the part above $a$. With $v=(x-\mu)/kT$ and $p=kT/W_c<1$, the full-line integral is

$$e^{(\mu-a)/W_c}\,kT\,I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{pv}}{1+e^v}\,dv .$$

Shifting the path by $2\pi i$ multiplies $I$ by $e^{2\pi ip}$. The enclosed pole at $v=i\pi$ has residue $-e^{i\pi p}$. Hence $I(1-e^{2\pi ip})=-2\pi i\,e^{i\pi p}$, which gives $I=\pi/\sin(\pi p)$. For $\mu$ several $kT$ below $a$, the subtracted part is of Boltzmann form, and

$$n_t\approx A_c\sqrt a\left[e^{(\mu-a)/W_c}\frac{\pi kT}{\sin(\pi kT/W_c)}-e^{(\mu-a)/kT}\frac{W_ckT}{W_c-kT}\right].$$

Deep below the edge the first term dominates. When $W_c$ is about three times $kT$ or more, most trapped electrons then lie below the Fermi level; as $W_c$ approaches $kT$, they spread upwards towards the edge. In either case the mobile fraction falls as $\mu$ is lowered.

**6. The prediction about trapping**

Let film B have the widths of film A exchanged: $W_c=80$ meV and $W_v=15$ meV. Before electrons are added, the two films absorb identically. Film B is, in effect, the film the manuscript believes it has. Both have a conduction mass of 0.3 electron masses, which sets

$$A_c=\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}=1.12\times10^{21}\ \mathrm{cm^{-3}\,eV^{-3/2}} .$$

Each receives $10^{18}$ electrons per cm³ at 300 K, where $kT=25.85$ meV.

The number of tail states is $A_c\sqrt{a}\,W_c$, proportional to $W_c^{3/2}$. For film A it is $1.12\times10^{21}\times\sqrt{0.0075}\times0.015\approx1.45\times10^{18}$ cm⁻³; for film B it is $1.79\times10^{19}$ cm⁻³. Solving for the Fermi level with the full Fermi integrals gives:

| | film A | film B |
|---|---|---|
| Fermi level (meV) | −42 | −205 |
| trapped density (cm⁻³) | $3.2\times10^{17}$ | $1.0\times10^{18}$ |
| mobile density (cm⁻³) | $6.8\times10^{17}$ | $5.6\times10^{14}$ |
| mobile fraction | 0.68 | $5.6\times10^{-4}$ |

The broad-tail formula reproduces film B by hand. With $(\mu-a)/W_c=-245.1/80=-3.06$ and $\pi kT/\sin(\pi kT/W_c)=95.6$ meV, the first term is $1.12\times10^{21}\times0.2\times0.0467\times0.0956\approx1.0\times10^{18}$ cm⁻³. The second term is smaller by a factor of more than a thousand.

The two mobile fractions differ by a factor of about 1200. Most of this comes from the Fermi levels, which are 162.7 meV apart: $e^{162.7/25.85}\approx540$. The remaining factor of about 2.3 arises mainly because the boundary between traps and mobile states lies at 40 meV in film B and at 7.5 meV in film A. That boundary is a convention of the model. If states above 40 meV were counted in both films, the ratio would still be about 500.

Film A's mobile fraction also exceeds its low-density limit of 0.59. The true occupation is the Boltzmann value divided by $1+e^{(\mu-x)/kT}$. This divisor is larger at lower energy, so filling suppresses the occupation of tail states more than that of mobile states.

If mobile electrons have the same mobility in both films, trapped electrons carry no current and exchange between the two groups is fast, the average drift mobility is proportional to the mobile fraction. If the real film resembles film A, the manuscript's reading would then underestimate it by about three orders of magnitude at this density and temperature. The factor depends strongly on density, because the tail of film B fills up: at $10^{19}$ cm⁻³ the same calculation gives only about 13. Hopping between tail states would reduce the contrast.

**7. Why the valence tail may be the broader one**

The optical slope cannot decide this, so the assignment needs other grounds. In these oxides the conduction edge is built largely from metal $s$ orbitals and the valence edge from oxygen $2p$ orbitals. A three-site chain with direct hopping between like orbitals illustrates one difference in how such orbitals respond to bond-angle disorder.

For $s$ orbitals with nearest-neighbour hopping $V_s$ at fixed bond length, the outer levels are $\pm\sqrt2\,|V_s|$, whatever the angle. For $p$ shells, hopping along a unit bond vector $d$ is the matrix $M=V_\sigma dd^T+V_\pi(1-dd^T)$. If $u_1,u_2,u_3$ are the orbital amplitudes, with $u_2$ in the middle, then $Eu_1=M_1u_2$, $Eu_3=M_3u_2$ and $Eu_2=M_1u_1+M_3u_3$. Multiplying the last equation by $E$ gives $E^2u_2=(M_1^2+M_3^2)u_2$, where

$$M_1^2+M_3^2=2V_\pi^2+(V_\sigma^2-V_\pi^2)(d_1d_1^T+d_3d_3^T).$$

With $d_1\cdot d_3=\cos\theta$, the vectors $d_1\pm d_3$ are eigenvectors of the last bracket with eigenvalues $1\pm\cos\theta$. For $|V_\sigma|>|V_\pi|$ the top level is therefore

$$E_{\rm top}=\sqrt{2V_\pi^2+(V_\sigma^2-V_\pi^2)(1+|\cos\theta|)} .$$

With $V_\sigma=0.6$ eV and $V_\pi=-0.1$ eV it moves from 0.656 eV at 100° to 0.738 eV at 120°. A spread of angles thus spreads the $p$ levels directly. The chain leaves out the coupling between metal $s$ and oxygen $p$ orbitals, which makes the conduction edge depend on angles too. For two metal atoms bonded to one oxygen atom at an angle $\theta$, the in-phase combination of the $s$ orbitals couples to the $p$ shell with squared strength $V_{sp}^2(1+\cos\theta)$. Disorder in bond lengths and composition also affects the $s$ states. The chain therefore offers a possible reason for a broader valence tail; it neither calculates a tail width nor shows which tail is broader in a given film.

**8. Conditions and requested changes**

The bound of section 2 rests on its assumptions. If the squared matrix element depends on photon energy, its logarithmic derivative is added to $1/E_\alpha$; deep below the gap, any rise faster than in proportion to $E$ brings the fitted value below the broader width. A constant dipole matrix element is an example: the squared momentum matrix element then grows as $E^2$, the term $-1/E$ becomes $+1/E$, and film A would give 77.7 meV instead of 82.4 meV. The matrix element can also depend on the pair of states. Transitions between two localized tail states are weakened when the states overlap little in space. Without $J_3$, both amplitudes of section 3 are positive, the steeper exponential is added rather than subtracted, and below the gap $E_J$ lies between the two widths, reaching the broader one only deep in the gap. For $W_c=80$ meV and $W_v=60$ meV the fit then gives about 79 meV, below $W_c$. The inequality also needs each band to be nowhere steeper than its tail, which the joining point $W/2$ guarantees; a tail joined closer to the edge can violate it near the gap. A separate defect band can likewise have a density of states steeper than either tail. Excitonic and phonon-assisted absorption are outside the model. So is a film with many electrons already present, since filled conduction states cannot receive an optical transition.

I ask that the fitted energy be reported as an optical Urbach energy and, under the stated assumptions, as an upper bound on $W_c$. A value for $W_c$ needs further information that distinguishes the two bands. A direct source is the electron density induced in the conduction tail as the Fermi level moves. The formulas of section 5 add a caution. For $W_c<kT$ at low filling, $d\ln n_t/d\mu=1/kT$, which does not reveal the width. For $W_c>kT$, deep below the edge, it is $1/W_c$. A 15 meV tail equals $kT$ at about 174 K, so its width can be read from this slope only well below that temperature, provided the electrons still reach equilibrium. At 300 K the width still enters the magnitude of $n_t$ and hence the mobile fraction, but extracting it from these needs the band prefactor and the boundary between trapped and mobile states. Until such data are available, the conclusion that nearly all added electrons are trapped should be withdrawn.

## Table of computed values

```
gap: 3.0 eV
film A tail widths Wc, Wv: 15, 80 meV
film B tail widths Wc, Wv: 80, 15 meV
temperature: 300 K
thermal energy kT: 25.85 meV
effective mass: 0.3 electron masses
band prefactor: 1.119e+21 cm^-3 eV^-3/2
film A ratio P_c/P_v: -2.88e-04 (no unit)
photon energy of local slopes: 2.7 eV
local inverse slope of J: 80.00 meV
local inverse slope of absorption: 82.44 meV
valence-tail-to-conduction-band share of J: 93.1 %
Urbach fits of absorption, 2.5 to 2.9 eV:
  Wv = 80 meV, Wc = 5 meV: 82.45 meV
  Wv = 80 meV, Wc = 15 meV: 82.45 meV
  Wv = 80 meV, Wc = 30 meV: 82.46 meV
  Wv = 80 meV, Wc = 60 meV: 85.40 meV
  Wc = 15 meV, Wv = 60 meV: 61.37 meV
  Wc = 15 meV, Wv = 80 meV: 82.45 meV
  Wc = 15 meV, Wv = 100 meV: 103.85 meV
total added electron density: 1.0e+18 cm^-3
film A conduction-tail states: 1.45e+18 cm^-3
film A Fermi level from conduction edge: -42.4 meV
film A mobile density: 6.823e+17 cm^-3
film A trapped density: 3.177e+17 cm^-3
film A mobile fraction: 6.823e-01 (no unit)
film B conduction-tail states: 1.79e+19 cm^-3
film B Fermi level from conduction edge: -205.1 meV
film B mobile density: 5.584e+14 cm^-3
film B trapped density: 9.994e+17 cm^-3
film B mobile fraction: 5.584e-04 (no unit)
mobile-fraction ratio A/B: 1222 (no unit)
film A low-density mobile fraction: 0.589 (no unit)
p hopping V_sigma, V_pi: 0.6, -0.1 eV
p-trimer top level at 90 degrees: 0.6083 eV
p-trimer top level at 100 degrees: 0.6563 eV
p-trimer top level at 120 degrees: 0.7382 eV
p-trimer top level at 150 degrees: 0.8204 eV
```
